# Pseudospectral self-consistent field theory for diblock lamellae and their preferred period

## The uniform melt

Take an incompressible melt of identical AB diblock chains. Each has $N$ segments, of which a fraction $f$ is A, and both blocks have segment length $b$. Lengths are measured in $R_g=b\sqrt{N/6}$, energies in $k_BT$ per chain, and $s\in[0,1]$ runs along the chain from its A end. The Flory parameter is $\chi$.

If the melt is mixed, A has volume fraction $f$ everywhere and B has $1-f$. In mean field the contact energy per chain is

$$F_{\rm mix}=\chi N f(1-f).$$

For $f=0.45$ and $\chi N=20$ this is $20\times0.45\times0.55=4.95$.

In field language, A segments feel a constant potential $w_A$ and B segments a constant $w_B$. A chain then has weight $Q=e^{-fw_A-(1-f)w_B}$, whatever the cell length $L$. Diffusion does nothing to a constant function, so splitting a contour step into diffusion and potential factors makes no error here. The contour error below comes from the failure of these two operations to commute in a nonuniform melt. It therefore does not cancel when lamellae are compared with the mixed state.

## Free energy and field equations

Let $\langle\cdot\rangle$ denote an average over one period. Independent chains in potentials $w_A(x),w_B(x)$ have free energy $-\ln Q$ relative to free chains. Subtracting their potential energy leaves the conformational part, to which the contact energy is added:

$$F=-\ln Q-\langle w_A\phi_A+w_B\phi_B\rangle+\chi N\langle\phi_A\phi_B\rangle .$$

Set $w_A=W_+-W_-$, $w_B=W_++W_-$ and $m=\phi_A-\phi_B$. With $\phi_A+\phi_B=1$,

$$\phi_A\phi_B=\frac{1-m^2}{4},\qquad w_A\phi_A+w_B\phi_B=W_+-W_-m .$$

Stationarity in $m$ gives $-\chi Nm/2+W_-=0$, hence $m=2W_-/\chi N$. The terms containing $m$ become $-W_-^2/\chi N+2W_-^2/\chi N$, so

$$F=\frac{\chi N}{4}+\frac{\langle W_-^2\rangle}{\chi N}-\langle W_+\rangle-\ln Q. \tag{1}$$

A change of potential changes the chain weight by $\delta\ln Q=-\langle\phi_A\delta w_A+\phi_B\delta w_B\rangle$. Therefore

$$\delta F=\left\langle\left(\frac{2W_-}{\chi N}-m\right)\delta W_-\right\rangle+\langle(\phi_A+\phi_B-1)\,\delta W_+\rangle .$$

The field equations are $W_-=\chi N(\phi_A-\phi_B)/2$ and $\phi_A+\phi_B=1$. A constant added to $W_+$ cancels between the last two terms of (1), so its mean may be set to zero.

The solution is not a minimum over all fields. The second variation of $\ln Q$ with respect to $W_+$ is a variance over chain conformations, so $F$ is concave in $W_+$. Adding $0.01\cos(4\pi x/L)$ to the converged $W_+$ lowers $F$ by $3.31\times10^{-6}$. Doubling the amplitude multiplies the drop by 4.001, as expected for a quadratic error. A descent method applied to both fields would move the wrong way in $W_+$. Nor is $F$ convex in $W_-$ at fixed $W_+$: the same perturbation added to $W_-$ lowers $F$ by $1.35\times10^{-6}$. The two fields have to be adjusted together.

## The propagator and its discrete densities

A Gaussian chain section of length $\Delta s$ has displacement variance $2\Delta s$ along $x$ in these units. Averaging the weight $q$ over that displacement adds $\Delta s\,q''$, and the potential subtracts $\Delta s\,wq$. Hence

$$\partial_sq=q''-wq,\qquad q(x,0)=1,$$

with $w=w_A$ for $s<f$ and $w=w_B$ afterwards. The weight $q^\dagger$ starts from the B end with $q^\dagger(x,1)=1$. The chain partition function is $Q=\langle q(x,1)\rangle$, and $\phi_A=Q^{-1}\int_0^fqq^\dagger ds$; for B the integral runs from $f$ to 1.

On a periodic grid, one symmetric step is

$$T_j=D_jKD_j,\qquad D_j=e^{-w_j\Delta s/2},\qquad K=\mathcal F^{-1}e^{-k^2\Delta s}\mathcal F. \tag{2}$$

Then $q_{j+1}=T_jq_j$ and, because $T_j$ is symmetric, $q_j^\dagger=T_jq_{j+1}^\dagger$. Thus $Q=\langle q_{j+1}^\dagger T_jq_j\rangle$ for every $j$. Varying $w_A$ changes each A step by

$$\delta T_j=-\frac{\Delta s}{2}(\delta w_A\,T_j+T_j\,\delta w_A),$$

so that

$$\delta Q=-\frac{\Delta s}{2}\sum_{j\in A}\left\langle\delta w_A\,(q_{j+1}q_{j+1}^\dagger+q_jq_j^\dagger)\right\rangle .$$

This is the trapezoidal rule for $-Q\langle\phi_A\delta w_A\rangle$. Trapezoidal densities therefore make the discrete field equations the stationarity conditions of the discrete $F$. Finite differences of $\ln Q$ confirm this for both blocks. The junction must fall on a contour point, so $f/\Delta s$ must be an integer.

The same identity gives $\langle q_jq_j^\dagger\rangle=Q$ at every $j$. The mean of $\phi_A+\phi_B$ is then one for any fields, converged or not. For arbitrary trial fields its error is $2\times10^{-16}$, while the largest local density error is 0.45. Incompressibility has to be checked point by point.

## Slope with respect to the period

Chain number and total volume are fixed, so different periods are compared through the free energy per chain. Hold the fields fixed as functions of $x/L$. At a solution, their response to a change of $L$ contributes nothing to first order, which leaves $dF/dL=-\partial\ln Q/\partial L$.

Since $k\propto1/L$, $\partial k^2/\partial L=-2k^2/L$ and

$$\frac{\partial}{\partial L}e^{-k^2\Delta s}=\frac{2k^2\Delta s}{L}e^{-k^2\Delta s}.$$

Substitution in (2) gives

$$\frac{dF}{dL}=-\frac1Q\sum_j\left\langle(D_jq_{j+1}^\dagger)\,\mathcal F^{-1}\!\left[\frac{2k^2\Delta s}{L}e^{-k^2\Delta s}\mathcal F(D_jq_j)\right]\right\rangle. \tag{3}$$

As $\Delta s\to0$ this becomes $-(2/LQ)\int_0^1\langle\partial_xq^\dagger\,\partial_xq\rangle ds$. The two gradients may have opposite signs, so the slope can vanish at a finite period.

With 80 steps and $L=4.237$, equation (3) gives 0.04840472. Solving again at two neighbouring periods and differencing $F$ gives 0.04840470.

## Solving for the fields

The pressure update needs the response of the total density to a weak potential $\epsilon\cos kx$ acting on both blocks. Two chain points separated by $|s-s'|$ have positional correlation $e^{-k^2|s-s'|}$, so the density changes by $-\epsilon g\cos kx$. With $z=k^2$,

$$g=\int_0^1\!\!\int_0^1e^{-z|s-s'|}ds\,ds'=2\int_0^1(1-t)e^{-zt}dt=\frac{2(e^{-z}+z-1)}{z^2}.$$

At $L=4$ the formula and the propagated chains both give 0.50992. The limits are $g\to1$ for small $z$ and $g\to2/z$ for large $z$, so $1+k^2/2$ is a reasonable approximate inverse.

With coarse contour steps that inverse must be bounded. For $k^2\gg1$, where chain-end corrections are small, the discrete double sum is approximately $\Delta s\coth(k^2\Delta s/2)$, which tends to $\Delta s$ when $k^2\Delta s\gg1$. With 64 points and $L\approx4.04$, the largest wavenumber is $k=2\pi\times32/4.04\approx50$. At 40 steps an unbounded correction would multiply the response by about $k^2\Delta s/2\approx31$. A relaxation factor of 0.2 would then change the error by 6.2 times itself, beyond the stability limit of 2. The multiplier

$$P(k)=\left[\frac1{1+k^2/2}+\frac1{80}\right]^{-1}$$

stays below 80 and keeps this product below 0.4 in the same estimate. The need for the bound depends on $\Delta s$. At 320 steps the unbounded product is only about 0.8, and the iteration below converges without the bound.

Anderson mixing treats the residual $R$ as locally linear. If the columns of $\Delta X$ and $\Delta R$ are differences from earlier iterates, it picks $c$ to minimize $|R-\Delta R\,c|$ and then steps along the remaining residual.

```
solve(L, W-, W+):
  repeat
    wA = W+ - W-;  wB = W+ + W-
    propagate q and q†; form Q, phiA, phiB
    R- = chiN*(phiA - phiB)/2 - W-
    R+ = invFFT[ P(k) * FFT(phiA + phiB - 1) ]
    if max|R| < 1e-10: return fields, F, slope (3)
    if max|R| > 0.3:
        clear history;  X = X + 0.2*R
    else:
        c = argmin |R - dR*c|      (up to 12 iterates)
        X = X - dX*c + 0.5*(R - dR*c)

find_period:
  secant search on slope(L), reusing the last fields
  confirm positive curvature; scan L on both sides
```

The sign of $R_+$ follows from the response: where the density is too high, the pressure must rise.

## Cost and stability

With $N_s$ steps and $M$ grid points, one field evaluation costs $O(N_sM\log M)$ operations. Each propagator needs one forward and one inverse transform per step. Storing both takes $2(N_s+1)M$ numbers.

The diffusion factor never exceeds one, so $\|T_j\|\le e^{-\Delta s\min w_j}$. Diffusion thus sets no upper limit on $\Delta s$ for stability. This bound says nothing about accuracy, nor about convergence of the nonlinear field iteration.

## A reference without contour steps

On the same spatial grid, let $-d^2/dx^2+w$ have eigenvalues $\lambda_i$ and eigenvectors $u_i$ within a block of length $l$. Measure $s$ from the start of the block and expand

$$q=\sum_ia_iu_ie^{-\lambda_is},\qquad q^\dagger=\sum_jb_ju_je^{-\lambda_j(l-s)}.$$

The contour integral of each product is

$$\int_0^le^{-\lambda_is-\lambda_j(l-s)}ds=\frac{e^{-\lambda_il}-e^{-\lambda_jl}}{\lambda_j-\lambda_i},$$

with the limit $l\,e^{-\lambda_il}$ for equal eigenvalues. With $\lambda_<$ the smaller of the two eigenvalues and $d=l|\lambda_i-\lambda_j|$, the integral equals $l\,e^{-\lambda_<l}(1-e^{-d})/d$. The exponential $e^{-d}$ cannot overflow, and computing $1-e^{-d}$ as `-expm1(-d)` avoids cancellation when the eigenvalues are nearly equal. Diagonalization costs $O(M^3)$, which is cheap in one dimension. The field equations are solved afresh with these densities, giving a reference free of contour error but still subject to grid error.

That grid error is small. At the preferred period, going from 32 to 64 points changes $F$ by $1.9\times10^{-9}$, and going from 64 to 128 changes it by less than $10^{-12}$, close to rounding level.

## Contour-step convergence

Reversing the sign of $\Delta s$ in (2) gives $D_j^{-1}K^{-1}D_j^{-1}$, the inverse of $T_j$. The logarithm of $T_j$ is therefore odd in $\Delta s$. Dividing it by $\Delta s$ gives an effective generator with even powers only. For smooth fields, and $\Delta s$ small enough for the expansion to apply,

$$F_{\Delta s}=F_0+c_2\Delta s^2+c_4\Delta s^4+\cdots .$$

The results below are each taken at their own preferred period. The errors in $L^*$ and $F$ are absolute differences from the contour-free values.

| Steps | $L^*$ error | $F$ error | Local density error |
|---:|---:|---:|---:|
| 40 | 0.00939 | 0.001502 | 0.00958 |
| 80 | 0.00244 | 0.000335 | 0.00286 |
| 160 | 0.00062 | 0.000080 | 0.00078 |
| 320 | 0.00016 | 0.000020 | 0.00020 |

The last halving reduces these errors by factors of 3.98, 4.05 and 3.87, close to the second-order value of 4.

The last column puts the split-step fields into the contour-free propagator and records $\max|\phi_A+\phi_B-1|$ over the grid points; shifting the grid by half a spacing raises these values by about 2%. The split-step solver's own local error is below $2\times10^{-11}$ in every row. That residual shows that the discrete equations are solved; it does not show that $\Delta s$ is small enough. The two densities are derivatives of $\ln Q$ functionals that differ by $O(\Delta s^2)$, which explains the second-order decay.

Richardson extrapolation removes $c_2$:

$$\frac{4F_{\Delta s/2}-F_{\Delta s}}3=F_0+\frac{c_4}{3}\left(\frac14-1\right)\Delta s^4+\cdots=F_0-\frac{c_4}{4}\Delta s^4+\cdots .$$

The extrapolated values lie below the reference, consistent with $c_4>0$. From 160 and 320 steps the error is $3.2\times10^{-7}$, about 60 times smaller than the 320-step error. The last reduction factor is 14.0 rather than the asymptotic 16, so higher terms are still visible.

## The lamella and a mismatched guide

The contour-free solution has $L^*=4.038$ and $F=3.981$. Its gain over the mixed state is $4.950-3.981=0.969$. The A fraction ranges from 0.013 to 0.975, and the interface width $1/\max|d\phi_A/dx|$ is 0.689 with the maximum taken over the 64 grid points and 0.685 with the profile interpolated between them. The domains are well separated but not pure.

In directed self-assembly a guiding pattern may impose a slightly different period. Near the minimum,

$$F(L)-F(L^*)\approx\tfrac12\mathcal K(L-L^*)^2,\qquad \mathcal K=F''(L^*)=0.2515 .$$

A 5% mismatch is a displacement of $0.05\times4.038=0.2019$, so the estimate is $0.5\times0.2515\times0.2019^2=0.00513$. The full calculation gives 0.00530 for compression and 0.00497 for stretching. At 15% the costs are 0.0512 and 0.0422, against a harmonic 0.0461.

A strong-segregation estimate gives an asymmetry of similar size. Suppose interfacial energy per chain varies as $a/L$ and stretching energy as $cL^2$. The minimum requires $a=2cL^{*3}$, which gives $F''=6c$ and $F'''=-12c/L^*$. For $\delta=L-L^*$, the ratio of cubic to quadratic terms is

$$\frac{F'''\delta^3/6}{F''\delta^2/2}=-\frac{2\delta}{3L^*}.$$

This predicts asymmetries of 3.3% and 10% of the harmonic cost. Half the computed difference between compression and stretching is 3.2% and 9.7%. Segregation is only intermediate at $\chi N=20$, so this one close agreement does not validate the assumed energy law.

For $N=300$, $b=0.7$ nm and $T=500$ K, $R_g=0.7\sqrt{50}=4.95$ nm and $k_BT=43.1$ meV. The preferred period is $4.038\times4.95=20.0$ nm. The ordering gain is 41.8 meV per chain, and a 5% stretch costs 0.21 meV per chain. About 200 chains stretched together therefore cost roughly $k_BT$.

Contour accuracy matters for such small differences. The 40-step error in $F$ is 0.15% of the ordering gain but 30% of the 5% stretching cost. Free energies computed with different step counts should not be subtracted to obtain a mismatch penalty. With 40 steps throughout, most of this error cancels: a 5% stretch from the 40-step optimum costs 0.00493 instead of 0.00497. The shift of $L^*$ does not cancel, however. At the same physical guide period, 1.05 times the contour-free $L^*$, the 40-step cost is 0.00542, which is 9% too high.

## Failure modes

- **Loss of the lamella.** If the iteration falls to the uniform solution, $F$ no longer depends on $L$ and the secant search has no meaningful root. Check the composition amplitude as well as the residual.
- **Another branch.** A cell of length $2L^*$ can hold two copies of the optimum at the same free energy per chain. The starting profile must fix the number of periods.
- **A distant starting guess.** Convergence is not guaranteed after a large change of $L$. The scan here moves in 1% steps and starts solves from the extrapolated fields $2W_n-W_{n-1}$. The first steps away from $L^*$ and from the 5% mismatch reuse the last fields unchanged.
- **Physics outside the model.** A one-dimensional minimum does not establish stability against other morphologies. Thermal fluctuations, chain-length dispersity, and surface or guide interactions are also absent. The mismatch cost describes a uniformly strained bulk lamella, not the energy of a defect.

The complete values are in the numerical output.

## Numbers as computed

```
A fraction f = 0.45; chi N = 20.0 (dimensionless)
grid points per period = 64
Debye response at L=4 Rg: numerical 0.5099174, formula 0.5099174
trial fields: mean-density error = 2.2e-16
trial fields: largest local-density error = 0.4544
contour-free preferred period = 4.0376654 Rg
contour-free free energy = 3.980674001 kT/chain
mixed-state free energy = 4.950000 kT/chain
ordering gain = 0.969326 kT/chain
A fraction: maximum 0.974848, minimum 0.012966
interface width 1/max|dphiA/dx| = 0.6887 Rg
Split-step results at each preferred period:
steps  period/Rg   F/(kT/chain)  own local error  contour-free local error
   40  4.0282746  3.982176316  1.7e-11  9.5814e-03
   80  4.0352255  3.981009434  1.5e-11  2.8551e-03
  160  4.0370469  3.980754456  8.2e-12  7.7671e-04
  320  4.0375101  3.980693872  8.0e-12  2.0059e-04
Absolute errors against contour-free solution:
steps  period error/Rg  F error/(kT/chain)
   40  9.3908e-03       1.5023e-03
   80  2.4399e-03       3.3543e-04
  160  6.1844e-04       8.0454e-05
  320  1.5524e-04       1.9871e-05
last-halving error ratios: period 3.9838, F 4.0489
last-halving local-density error ratio = 3.8722
Richardson F using 40,80 steps = 3.980620474 kT/chain; error 5.35e-05
Richardson F using 80,160 steps = 3.980669463 kT/chain; error 4.54e-06
Richardson F using 160,320 steps = 3.980673677 kT/chain; error 3.24e-07
last Richardson error ratio = 14.003
F change, 32 to 64 grid points = 1.86e-09 kT/chain
F change, 64 to 128 grid points = 2.62e-13 kT/chain
slope test at L = 4.236987 Rg, 80 steps:
  formula 0.04840472, difference 0.04840470 kT/Rg/chain
pressure perturbation 0.01 kT: F drop = 3.3059e-06 kT/chain
doubling this perturbation multiplies the drop by 4.00062
period stiffness = 0.251546 kT/Rg^2/chain
Guide-period mismatch cost (kT/chain):
  L/L* = 0.85: full 0.051193, harmonic 0.046135
  L/L* = 0.95: full 0.005298, harmonic 0.005126
  L/L* = 1.05: full 0.004968, harmonic 0.005126
  L/L* = 1.15: full 0.042208, harmonic 0.046135
conversion inputs: N = 300, b = 0.70 nm, T = 500 K
Rg = 4.9497 nm; kT = 43.0867 meV
preferred period = 19.9854 nm
ordering gain = 41.7650 meV/chain
cost at 5 percent stretch = 0.2141 meV/chain
```
